Gailitis's theorem: averaging Rydberg resonances just below an ion threshold, part 1

(Sections cited here and not found follow in the later parts.)

Appendix: Replacing a Rydberg series of resonances by its average (Gailitis's theorem)

1. The decision

A calculation of electron-ion collision strengths or of photoionization has to cross the energy range just below each threshold of the residual ion. There an infinite Rydberg series of resonances converges on the threshold, with spacing close to z²/ν³ hartree at effective quantum number ν, where z is the charge of the residual ion. No finite energy mesh resolves the whole series. At some ν the code must stop resolving resonances and fill the remaining gap with a smooth curve, and the implementer has to decide which curve.

Continuing each cross section smoothly down from its value just above threshold is correct for some quantities and wrong for others. It is correct for the scattering matrix itself and for totals that include the newly opened channels. It is wrong for the partial cross sections, for the elastic cross section and for the total inelastic cross section whenever the quantity R below is not zero. That is the usual case when the channels involved are coupled to the new ones; with several new channels a particular R_ij can vanish by cancellation in spite of the coupling. For these the flux that enters the new channels above threshold has to be handed back to the old channels by a definite rule.

Let o denote the channels open on both sides of the threshold and c the channels that open at it. Let χ be the full scattering matrix and D the full vector of photoionization amplitudes at the threshold energy, S and D^phys the physical quantities below threshold, and ⟨…⟩ the mean over one unit of ν. In the limit ν → ∞, for i and j in o:

(a) ⟨S_ij⟩ = χ_ij.

(b) ⟨|δ_ij − S_ij|²⟩ = |δ_ij − χ_ij|² + R_ij and ⟨|D_i^phys|²⟩ = |D_i|² + R_i, with R ≥ 0. For a single closed channel R_ij = |χ_ic|² |χ_cj|² / Σ_(k∈o) |χ_kc|².

(c) Σ_(i∈o) R_ij = Σ_c |χ_cj|² and Σ_(i∈o) R_i = Σ_c |D_c|².

Statement (c) is the continuity of the totals. Statement (b) says that the partial quantities drop by R on passing upward through the threshold.

2. Equations and conventions

Hartree atomic units are used. There are N channels. Channel i has threshold energy t_i and orbital angular momentum l_i, and its channel energy is ε_i = E − t_i. The channels c share one threshold, taken as E = 0, and the channels o have t_i < 0. The radial functions, collected in a column ψ(r), obey

ψ'' = V(r) ψ,   (1)

where V is a real symmetric N×N matrix at real E. Three assumptions are made about it. For r > a it is diagonal and purely Coulombic, V_ii = l_i(l_i+1)/r² − 2/r − 2ε_i. For r < a it is a real symmetric matrix, no more singular at the origin than the centrifugal and Coulomb terms, whose only energy dependence is −2E times the unit matrix. All channels into which flux can go are among the N. A residual charge z other than 1 is reduced to this case by measuring r in units of 1/z and energies in units of z².

Below threshold E = −1/(2ν²), which defines ν > 0, and

w = exp(2πiν).   (2)

The Wronskian is Wr[u,v] = u v' − u' v. It is independent of r for two solutions of the same one-channel equation, because its derivative is u v'' − u'' v = 0.

3. Coulomb functions through threshold, l = 0

The theorem rests on a pair of real functions s and c that are the energy-normalized Coulomb functions above threshold, pass smoothly through E = 0, and combine below threshold into the decaying solution with coefficients cos πν and sin πν. The equation is u'' + (2/r + 2E) u = 0.

Two solutions entire in E. Put f = Σ_(n≥1) a_n rⁿ with a_1 = 2. The coefficient of r^(n−2) in the equation gives n(n−1) a_n = −2a_(n−1) − 2E a_(n−2), with a_0 = 0. Each a_n is a polynomial in E, and the factor n(n−1) makes the series converge uniformly for bounded r and E, so f is entire in E. For the second solution put

π g = −f ln 2r + Σ_(n≥0) b_n rⁿ.

Since (f ln 2r)'' = f'' ln 2r + 2f'/r − f/r², the logarithmic terms cancel by the equation for f, and what remains is n(n−1) b_n + 2b_(n−1) + 2E b_(n−2) = (2n−1) a_n. For n = 1 this reads 2b_0 = a_1, so b_0 = 1, and b_1 is free. The choice b_1 = −2(2γ − 1), with γ Euler's constant, gives

f = 2r + O(r²),   π g = 1 − 2r [ln 2r + 2γ − 1] + O(r² ln r).   (3)

The b_n are polynomials in E, so g is entire in E as well. At r → 0, g f' → 2/π and g' f ~ r ln r → 0, so Wr[g,f] = 2/π. Any solution is αg + βf, and α and β can be read off from its constant term and its term in r.

The value of b_1 is chosen for the threshold limit. Let x = √(8r), so that d/dr = (4/x) d/dx, and let Z be any Bessel function. From (x Z_1)' = x Z_0 and Z_0' = −Z_1, the function u = x Z_1 has du/dr = 4Z_0 and d²u/dr² = −16 Z_1/x = −2u/r, which is the equation at E = 0. The small-x forms J_1 = x/2 + … and Y_1 = −2/(πx) + (x/π) ln(x/2) − (x/2π)(1 − 2γ) + …, multiplied by x/2 = √(2r), reproduce (3):

f(0,r) = √(2r) J_1(√(8r)),   g(0,r) = −√(2r) Y_1(√(8r)).   (4)

The decaying solution. Let x now stand for 2r/ν. Multiplying the equation by ν²/4 turns it into u_xx + (ν/x − 1/4) u = 0. With u = x e^(−x/2) J(x), two differentiations give u_xx = e^(−x/2) [x J'' + (2 − x) J' + (x/4 − 1) J], so

x J'' + (2 − x) J' − (1 − ν) J = 0.

For 0 < ν < 1 take

J(x) = ∫_0^∞ e^(−xt) t^(−ν) (1+t)^ν dt.   (5)

Inserting (5) in the equation gives the integrand e^(−xt) t^(−ν) (1+t)^ν [x t² + x t − 2t − (1 − ν)]. This equals −d/dt [e^(−xt) t^(1−ν) (1+t)^(1+ν)], as direct differentiation shows, and the bracket vanishes at both limits. So (5) is a solution. At large x only small t contributes, J ~ Γ(1−ν) x^(ν−1), and

u_d = x e^(−x/2) J / Γ(1−ν) ~ x^ν e^(−x/2)   (6)

is the decaying solution (the Whittaker function W_(ν,1/2)(x)).

For small x write (1 + 1/t)^ν = 1 + ν/(1+t) + ρ(t). The remainder ρ falls as t^(−2) at infinity and is integrable at t = 0. The three terms contribute 1/x, then ν e^x ∫_x^∞ e^(−τ) dτ/τ = ν(−ln x − γ) + o(1), and then K + o(1) with K = ∫_0^∞ ρ dt. To find K insert a factor (1+t)^(−p). The integral K(p) is analytic for Re p > −1, and for p > 1 its three pieces converge separately, the first being a beta integral:

K(p) = Γ(1−ν) Γ(p−1) / Γ(p−ν) − 1/(p−1) − ν/p.

Both sides are continued to p → 0. There Γ(p−1) = Γ(p+1)/[p(p−1)] = −1/p − (1 − γ) + O(p), and Γ(1−ν)/Γ(p−ν) = −ν [1 − p ψ(−ν) + O(p²)], where ψ with a numerical argument is the digamma function. The product is ν/p + ν(1 − γ) − ν ψ(−ν) + O(p). The pole cancels against −ν/p, the middle term gives +1, and ψ(−ν) = ψ(1−ν) + 1/ν removes that +1 again, so K = ν(1 − γ) − ν ψ(1−ν). Collecting terms,

J = 1/x − ν [ln x + 2γ − 1 + ψ(1−ν)] + o(1).

Multiply by x e^(−x/2) = x − x²/2 + …, and use νx = 2r, x/2 = 2r/(2ν) and ln x = ln 2r − ln ν. Comparison with (3) identifies the coefficients of g and f:

Γ(1−ν) u_d = π g − Λ(ν) f,   Λ(ν) = ψ(1−ν) + 1/(2ν) − ln ν.   (7)

Below threshold, large ν. Equation (7) was obtained for ν < 1. Integrating (5) by parts m times replaces ∫ t^(−ν) φ dt / Γ(1−ν), with φ = e^(−xt)(1+t)^ν, by (−1)^m ∫ t^(m−ν) φ^(m) dt / Γ(1+m−ν), which is analytic in ν for 0 < Re ν < m+1 and has the same large-x behavior (6). On the other side of (7), 1/Γ(1−ν) and ψ(1−ν)/Γ(1−ν) are entire. So (7) divided by Γ(1−ν) holds for all ν > 0. The reflection formula Γ(ν)Γ(1−ν) = π/sin πν and its logarithmic derivative ψ(1−ν) = ψ(ν) + π cot πν split Λ into a rapidly varying part and a slowly varying part: Λ = π cot πν + h₋, with h₋ = ψ(ν) + 1/(2ν) − ln ν. Define, for E < 0,

s = f,   c = g − (h₋/π) f.   (8)

Then Γ(1−ν) u_d = π (c − s cot πν), and with π/Γ(1−ν) = Γ(ν) sin πν,

u_d = −Γ(ν) [s cos πν − c sin πν].   (9)

This relation is exact at every ν.

Above threshold. Let E = k²/2 and η = −1/k. The choice ν = i|η| gives x = −2ikr and e^(−x/2) = e^(ikr), an outgoing wave. For complex ν with Re ν < 1, turn the path in (5) to the ray arg t = arg ν, on which xt is positive. The turn crosses no singularity (the only one off the origin is t = −1), so (6) and (7) continue to ν = i|η|. In (6), x^ν = exp[i|η|(ln 2kr − iπ/2)] = e^(π|η|/2) exp(i|η| ln 2kr). With σ_0 = arg Γ(1+iη) and θ_0 = kr − η ln 2kr + σ_0,

π g − Λ f ~ C_0 exp(iθ_0),   C_0 = |Γ(1 − i|η|)| e^(π|η|/2).

The reflection formula gives |Γ(1 − i|η|)|² = π|η|/sinh π|η|, hence C_0² = 2π|η| Z with Z = 1/(1 − e^(−2π|η|)). The real part of Λ is h₊ = Re ψ(1 + i/k) + ln k. For the imaginary part, the reflection formula for ψ at ν = i|η|, with ψ(i|η|) = ψ(1+i|η|) − 1/(i|η|) and cot(iπ|η|) = −i coth π|η|, gives Im ψ(1 − i|η|) = 1/(2|η|) − (π/2) coth π|η|. The term 1/(2ν) adds −1/(2|η|) and −ln ν adds −π/2, so Im Λ = −(π/2)(coth π|η| + 1) = −πZ. Since f and g are real, the real and imaginary parts separate:

π g − h₊ f ~ C_0 cos θ_0,   πZ f ~ C_0 sin θ_0.

The standard Coulomb functions are F_0 ~ sin θ_0 and G_0 ~ cos θ_0. The energy-normalized pair is s = √(2/πk) F_0 and c = √(2/πk) G_0; the factor follows from ∫ sin kr sin k'r dr = (π/2) δ(k − k') and δ(k − k')/k = δ(E − E'), the logarithmic phase not affecting the strength of the delta function. Because √(2/πk)/C_0 = 1/(π√Z),

s = Z^(1/2) f,   c = Z^(−1/2) [g − (h₊/π) f]   (E > 0).   (10)

Joining. Compare (8) with (10). Z − 1 is of order e^(−2π/k) and vanishes at E → 0+ with all its derivatives. The derivative of Stirling's series, ψ(z) ≈ ln z − 1/(2z) − 1/(12z²) + 1/(120z⁴) − …, valid for large |z| away from the negative axis, gives h₋ ≈ −1/(12ν²) + 1/(120ν⁴). With ψ(1+z) = ψ(z) + 1/z at z = i/k it gives h₊ ≈ k²/12 + k⁴/120. Since 1/ν² = −2E and k² = 2E, both read

h ≈ E/6 + E²/30 + …,   (11)

and the higher terms, all even powers of 1/z, match in the same way. Thus s and c are smooth across threshold at fixed r, with every energy derivative continuous, although they are not analytic there. Wr[c,s] = 2/π on both sides, and at E = 0 they reduce to (4). At ν = 1/k = 7.3 the program finds h₋ = −1.560862×10⁻³ and h₊ = +1.566732×10⁻³ against |E|/6 = 1.563771×10⁻³. Both lie about 3×10⁻⁶ above E/6, the sign and size of the second term of (11). The program also tests the small-r forms implied by (7) and (10) against independently evaluated Whittaker and Coulomb functions.

4. Any angular momentum

Let n = l + 1, β = n/r − 1/n, Ω = 2E + 1/n², and V_l = l(l+1)/r² − 2/r − 2E. From β² = n²/r² − 2/r + 1/n² and β' = −n/r² follow β² + β' = V_l + Ω and β² − β' = V_(l+1) + Ω. If u'' = V_l u, define v = βu − u'. Then

v' = β'u + βu' − (β² + β' − Ω) u = −βv + Ωu,

v'' = −β'v − β(−βv + Ωu) + Ωu' = (β² − β') v − Ωv = V_(l+1) v.

So v solves the equation for l + 1 at the same energy. For two such pairs, v_1 v_2' − v_1' v_2 = Ω(v_1 u_2 − u_1 v_2) = Ω(u_1 u_2' − u_1' u_2). Define s_(l+1) = (βs_l − s_l')/√Ω and c_(l+1) in the same way; Ω > 0 for E > 0 and for ν > l + 1. The new pair is real, smooth in E across zero, and has Wronskian 2/π. The term r^l cancels in βs_l − s_l', so s_(l+1) is bounded at the origin and is the regular solution. At large r above threshold the map sends sin θ_l to −[(1/n) sin θ_l + k cos θ_l]/√Ω = sin(θ_l − π/2 − φ), where cos φ = k/√Ω and sin φ = 1/(n√Ω). Since Γ(n+1+iη) = (n+iη) Γ(n+iη) and arg(n + iη) = −φ, this is sin θ_(l+1) with θ_l = kr − η ln 2kr − lπ/2 + arg Γ(l+1+iη). Shifting θ by π/2 gives the same for the cosine. So s_l and c_l are the energy-normalized F_l and G_l. The map is linear with coefficients free of exponentials, so it takes a decaying solution into a decaying solution, and (9) holds for every l with the same cos πν and sin πν up to an overall constant.

At E = 0, √Ω = 1/n. With x = √(8r), m = 2l+1 = 2n − 1 and Z_m' = mZ_m/x − Z_(m+1), the map gives n[8n/x² − 1/n − (4/x) d/dx](x Z_m) = −x Z_m + 4n Z_(m+1) = x Z_(m+2), by the three-term recurrence. Hence s_l = √(2r) J_(2l+1)(√(8r)) and c_l = −√(2r) Y_(2l+1)(√(8r)) at threshold.

The program tests (9) without using it: it integrates the decaying solution inward to r = 6 bohr, resolves it on the threshold functions, and compares the phase with −πν. The threshold functions differ from the true ones by O(E), so the phase error must fall as ν⁻². It is 1.04×10⁻² rad near ν = 20 and 2.63×10⁻³ rad near ν = 40 for l = 0, 1.20×10⁻² and 3.05×10⁻³ for l = 1, and 1.46×10⁻² and 3.76×10⁻³ for l = 2, a ratio close to 4 in each case.

Define h± = c ± is in each channel. Above threshold h± ~ √(2/πk) exp(±iθ_l). Two facts are needed. First, Wr[h⁻,h⁺] = i Wr[c,s] − i Wr[s,c] = 4i/π. Second, for any real δ,

h⁻ − h⁺ e^(2iδ) = e^(iδ) [(c − is) e^(−iδ) − (c + is) e^(iδ)] = −2i e^(iδ) (s cos δ + c sin δ).

Setting δ = −πν and comparing with (9), the decaying solution is

u_d ∝ h⁻ − h⁺ w⁻¹.   (12)

The outer Coulomb well returns the outgoing wave h⁺ as an incoming wave h⁻ multiplied by −w.

This part has constructed, for every l, Coulomb functions that pass smoothly through threshold, and has expressed the decaying solution below threshold through them in (12). It remains to define the smooth χ and D, eliminate the closed channels and average over the resonances.
